# The Haydock–Lanczos continued fraction, its moments and the square-root terminator: a numerical check

```python
"""
Result under test: the local Green's function G(z) = <u0|(z-H)^-1|u0> equals
  1/(z - a0 - b1^2/(z - a1 - b2^2/(...))),
with a_m, b_m from the Lanczos recursion started on the orbital u0.
Cut after n levels it reproduces the moments mu_0 ... mu_(2n-1) of H in u0.
For a single band [E_low, E_high] the tail is replaced by
  t(z) = (z - a - sqrt(z-E_low) sqrt(z-E_high)) / (2 b^2),
  a = (E_high+E_low)/2,  b = (E_high-E_low)/4.
Model: infinite simple cubic lattice, one orbital per site, first- and
second-neighbour hopping. Energy unit: |first-neighbour hopping|.
"""
import numpy as np
from scipy.linalg import solve_banded

HOP1, HOP2 = -1.0, -0.1
LEVELS = 20
BOX = 2 * LEVELS + 4      # the recursion vectors never meet their images


def neighbour_sum(v, axis):
    return np.roll(v, 1, axis) + np.roll(v, -1, axis)


def apply_h(v):
    s = [neighbour_sum(v, ax) for ax in range(3)]
    second = (neighbour_sum(s[0], 1) + neighbour_sum(s[1], 2)
              + neighbour_sum(s[2], 0))
    return HOP1 * (s[0] + s[1] + s[2]) + HOP2 * second


def band(cx, cy, cz):
    return (2 * HOP1 * (cx + cy + cz)
            + 4 * HOP2 * (cx * cy + cy * cz + cz * cx))


def band_on_grid(points):
    c = np.cos(2 * np.pi * np.arange(points) / points)
    return band(c[:, None, None], c[None, :, None], c[None, None, :])


def reference_green(z, half_points):
    """Brillouin-zone average; the kz integral is done analytically."""
    c = np.cos((np.arange(half_points) + 0.5) * np.pi / half_points)
    cx, cy = c[:, None], c[None, :]
    centre = 2 * HOP1 * (cx + cy) + 4 * HOP2 * cx * cy
    swing = 2 * HOP1 + 4 * HOP2 * (cx + cy)
    return np.mean(1 / (np.sqrt(z - centre - swing)
                        * np.sqrt(z - centre + swing)))


def terminator(z, low, high):
    z = np.asarray(z, dtype=complex)
    mid, quarter = (high + low) / 2, (high - low) / 4
    root = np.sqrt(z - low) * np.sqrt(z - high)
    return (z - mid - root) / (2 * quarter**2)


def fraction(z, a, b, n, tail):
    """n levels; tail is the Green's function of the chain beyond them."""
    value = tail
    for m in range(n - 1, -1, -1):
        value = 1 / (z - a[m] - b[m + 1]**2 * value)
    return value


def tridiagonal(a, b, n):
    return np.diag(a[:n]) + np.diag(b[1:n], 1) + np.diag(b[1:n], -1)


# ---- band edges: corners of the cosine cube against a full scan
corners = [band(x, y, w) for x in (-1, 1) for y in (-1, 1) for w in (-1, 1)]
E_low, E_high = min(corners), max(corners)
scan = band_on_grid(40)
assert abs(scan.min() - E_low) < 1e-12
assert abs(scan.max() - E_high) < 1e-12
a_inf, b_inf = (E_high + E_low) / 2, (E_high - E_low) / 4
radius = max(abs(E_low), abs(E_high))

# ---- recursion in real space
u = np.zeros((BOX, BOX, BOX))
u[0, 0, 0] = 1.0
previous = np.zeros_like(u)
a, b, basis = [], [0.0], []
for m in range(LEVELS + 1):
    basis.append(u.ravel())
    w = apply_h(u)
    a.append(float(np.sum(u * w)))
    w = w - a[m] * u - b[m] * previous
    b.append(float(np.sqrt(np.sum(w * w))))
    previous, u = u, w / b[m + 1]
a, b = np.array(a), np.array(b)
basis = np.array(basis)
h_basis = np.array([apply_h(v.reshape(BOX, BOX, BOX)).ravel()
                    for v in basis])
overlap_error = np.abs(basis @ basis.T - np.eye(LEVELS + 1)).max()
matrix_error = np.abs(basis @ h_basis.T
                      - tridiagonal(a, b, LEVELS + 1)).max()
assert overlap_error < 1e-8 and matrix_error < 1e-7

# ---- moments: Brillouin-zone averages (exact on this grid) against J_n
mu = np.array([np.mean(scan**k) for k in range(18)])
assert abs(mu[2] - (6 * HOP1**2 + 12 * HOP2**2)) < 1e-11
assert abs(mu[3] - (72 * HOP1**2 * HOP2 + 48 * HOP2**3)) < 1e-10


def truncated_moment(n, k):
    return np.linalg.matrix_power(tridiagonal(a, b, n), k)[0, 0]


for n in range(1, 9):
    for k in range(2 * n):
        assert abs(truncated_moment(n, k) - mu[k]) < 1e-11 * radius**k
    lost = mu[2 * n] - truncated_moment(n, 2 * n)
    path = np.prod(b[1:n + 1]**2)
    assert abs(lost / path - 1) < 1e-6

# ---- the fraction against matrix inversion and the lattice itself
z_test = 0.7 + 0.3j
inverse = np.linalg.inv(z_test * np.eye(LEVELS)
                        - tridiagonal(a, b, LEVELS))[0, 0]
assert abs(fraction(z_test, a, b, LEVELS, 0) - inverse) < 1e-10
z_far = a_inf + 3j
lattice_far = np.mean(1 / (z_far - band_on_grid(80)))
assert abs(fraction(z_far, a, b, LEVELS, 0) - lattice_far) < 1e-6
assert abs(reference_green(z_far, 100) - lattice_far) < 1e-10

# ---- leading large-z error of the truncated fraction, three levels
z_large = 300j
series = sum(mu[k] / z_large**(k + 1) for k in range(18))
J3 = [truncated_moment(3, k) for k in range(18)]
series3 = sum(J3[k] / z_large**(k + 1) for k in range(18))
assert abs(series3 - fraction(z_large, a, b, 3, 0)) < 1e-15
tail_error = sum((mu[k] - J3[k]) / z_large**(k + 1) for k in range(6, 18))
leading = np.prod(b[1:4]**2) / z_large**7
assert abs(series - reference_green(z_large, 60)) < 1e-15
assert abs(tail_error / leading - 1) < 0.05

# ---- terminator against a long chain with constant coefficients
length = 3000
for energy in (-6.5, -1.0, 3.0, 6.0):
    z = energy + 0.05j
    bands = np.full((3, length), -b_inf, dtype=complex)
    bands[1] = z - a_inf
    source = np.zeros(length, dtype=complex)
    source[0] = 1
    chain = solve_banded((1, 1), bands, source)[0]
    assert abs(chain - terminator(z, E_low, E_high)) < 1e-9

# ---- terminated density: closed form, norm and moments
angles = (np.arange(8000) + 0.5) * np.pi / 8000
E_quad = a_inf + 2 * b_inf * np.cos(angles)
weights = 2 * b_inf * np.sin(angles) * np.pi / 8000
t_quad = terminator(E_quad, E_low, E_high)


def closed_density(n):
    q_old, q = np.zeros_like(E_quad), np.ones_like(E_quad)
    for m in range(n):
        q_old, q = q, (E_quad - a[m]) * q - b[m]**2 * q_old
    semicircle = (np.sqrt(4 * b_inf**2 - (E_quad - a_inf)**2)
                  / (2 * np.pi * b_inf**2))
    return (np.prod(b[1:n + 1]**2) * semicircle
            / np.abs(q - b[n]**2 * t_quad * q_old)**2)


norms = {}
for n in (2, 6, 20):
    direct = -fraction(E_quad, a, b, n, t_quad).imag / np.pi
    assert np.abs(direct - closed_density(n)).max() < 1e-8
    assert direct.min() > 0
    norms[n] = np.sum(weights * direct)
    assert abs(norms[n] - 1) < 1e-7
n = 6
rho6 = -fraction(E_quad, a, b, n, t_quad).imag / np.pi
mu_term = [np.sum(weights * rho6 * E_quad**k) for k in range(2 * n + 2)]
for k in range(2 * n + 1):
    assert abs(mu_term[k] - mu[k]) < 1e-10 * radius**k
first_error = mu[2 * n + 1] - mu_term[2 * n + 1]
predicted = (a[n] - a_inf) * np.prod(b[1:n + 1]**2)
assert abs(first_error - predicted) < 1e-10 * radius**(2 * n + 1)
assert abs(predicted) > 1e-9 * radius**(2 * n + 1)

# ---- a strong end-site shift splits a pole off the band
shift = 2 * b_inf
a_pole, b_pole = np.array([a_inf + shift]), np.array([0.0, b_inf])
rho_pole = -fraction(E_quad, a_pole, b_pole, 1, t_quad).imag / np.pi
band_weight = np.sum(weights * rho_pole)
finite = (np.diag(np.full(400, a_inf)) + np.diag(np.full(399, b_inf), 1)
          + np.diag(np.full(399, b_inf), -1))
finite[0, 0] += shift
levels, states = np.linalg.eigh(finite)
pole_energy, pole_weight = levels[-1], states[0, -1]**2
assert abs(pole_energy - (a_inf + shift + b_inf**2 / shift)) < 1e-9
assert abs(pole_weight - (1 - b_inf**2 / shift**2)) < 1e-9
assert abs(band_weight + pole_weight - 1) < 1e-6

# ---- alternating couplings open a gap
v_hop, w_hop, cells = 1.0, 2.0, 100
ring = np.zeros((2 * cells, 2 * cells))
for i in range(2 * cells):
    j = (i + 1) % (2 * cells)
    ring[i, j] = ring[j, i] = v_hop if i % 2 == 0 else w_hop
ring_levels = np.linalg.eigvalsh(ring)
k_ring = 2 * np.pi * np.arange(cells) / cells
upper = np.sqrt(np.maximum(
    v_hop**2 + w_hop**2 + 2 * v_hop * w_hop * np.cos(k_ring), 0))
assert np.allclose(ring_levels, np.sort(np.r_[-upper, upper]), atol=1e-9)
gap_edge = np.abs(ring_levels).min()

# ---- densities at a small imaginary energy
eta = 0.05
energies = np.linspace(-7.0, 4.6, 59)
z_line = energies + 1j * eta
exact = np.array([-reference_green(z, 600).imag / np.pi for z in z_line])
t_line = terminator(z_line, E_low, E_high)
extra = 0.1 * (E_high - E_low)
t_wrong = terminator(z_line, E_low - extra, E_high + extra)


def rms_error(n, tail):
    rho = -fraction(z_line, a, b, n, tail).imag / np.pi
    return np.sqrt(np.mean((rho - exact)**2))


rms = {n: (rms_error(n, 0), rms_error(n, t_line)) for n in (5, 10, 20)}
rms_wrong = rms_error(20, t_wrong)
assert rms[20][1] < rms[5][1]
assert all(rms[n][1] < rms[n][0] for n in rms)
assert rms[20][1] < 0.2 * rms[20][0]
assert rms_wrong > rms[20][1]
head_a, tail_a = np.abs(a[:3] - a_inf).max(), np.abs(a[15:] - a_inf).max()
head_b = np.abs(b[1:4] - b_inf).max()
tail_b = np.abs(b[15:21] - b_inf).max()
assert tail_a < 0.5 * head_a and tail_b < 0.5 * head_b

# ---- printed numbers
print("energy unit: |first-neighbour hopping| = 1")
print(f"hoppings: first {HOP1:.1f}, second {HOP2:.1f}")
print(f"band edges: {E_low:.4f}, {E_high:.4f}")
print(f"limits: a = {a_inf:.4f}, b = {b_inf:.4f}")
print(f"box side {BOX} sites, levels {LEVELS}")
print(f"largest overlap error of basis: {overlap_error:.1e}")
for k in range(5):
    print(f"mu_{k} = {mu[k]:.6f} (energy^{k})")
print(f"two-level truncated mu_4 = {truncated_moment(2, 4):.6f}")
print(f"b1^2 b2^2 = {b[1]**2 * b[2]**2:.6f} (energy^4)")
for m in (0, 1, 2, 3, 4, 5, 6, 10, 15, 20):
    b_text = f", b_{m} = {b[m]:.6f}" if m else ""
    print(f"a_{m} = {a[m] + 0.0:.6f}{b_text}")
print(f"m=15..20: max|a_m-a| = {tail_a:.5f}, max|b_m-b| = {tail_b:.5f}")
print(f"six levels + tail: mu_13 error = {first_error:.3f} (energy^13)")
print(f"  predicted from a_6 - a: {predicted:.3f}")
t_mid = complex(terminator(a_inf, E_low, E_high))
g1 = 1 / (a_inf - a[1] - b[2]**2 * t_mid)
g0 = 1 / (a_inf - a[0] - b[1]**2 * g1)
print(f"Two levels + tail at E = {a_inf:.2f} (1/energy):")
print(f"  b1^2 = {b[1]**2:.6f}, b2^2 = {b[2]**2:.6f} (energy^2)")
print(f"  t = {t_mid:.6f}")
print(f"  G_1 = {g1:.6f}")
print(f"  G_0 = {g0:.6f}, density = {-g0.imag / np.pi:.6f}")
z_mid = a_inf + 0.02j
ref_mid = -reference_green(z_mid, 1200).imag / np.pi
print(f"Density at E = {a_inf:.2f}, imaginary part 0.02 (1/energy):")
for n in (2, 5, 10, 20):
    g = fraction(z_mid, a, b, n, terminator(z_mid, E_low, E_high))
    print(f"  n = {n}, terminated: {-g.imag / np.pi:.6f}")
print(f"  lattice reference: {ref_mid:.6f}")
print(f"Densities, imaginary part {eta} (1/energy), n = 20:")
print("  E, lattice, truncated, terminated")
for energy in (-6.0, -4.0, -2.0, 0.0, 2.0, 4.0):
    z = energy + 1j * eta
    r = -reference_green(z, 600).imag / np.pi
    c = -fraction(z, a, b, 20, 0).imag / np.pi
    s = -fraction(z, a, b, 20, terminator(z, E_low, E_high)).imag / np.pi
    print(f"  {energy:.1f}, {r:.5f}, {c:.5f}, {s:.5f}")
print(f"rms density error, {len(energies)} energies -7.0 to 4.6:")
for n in rms:
    print(f"  n={n}: truncated {rms[n][0]:.5f}, terminated {rms[n][1]:.5f}")
print(f"  n=20, each edge moved out by {extra:.2f}: {rms_wrong:.5f}")
print(f"norm of terminated density, n=20: {norms[20]:.8f}")
print(f"pole test, shift {shift:.1f}: E = {pole_energy:.4f}")
print(f"  pole weight {pole_weight:.4f}, band weight {band_weight:.4f}")
print(f"couplings {v_hop:.0f},{w_hop:.0f}: gap from {-gap_edge:.4f}"
      f" to {gap_edge:.4f}")
print("all assertions hold")
```

Printed output:

```
energy unit: |first-neighbour hopping| = 1
hoppings: first -1.0, second -0.1
band edges: -7.2000, 4.8000
limits: a = -1.2000, b = 3.0000
box side 44 sites, levels 20
largest overlap error of basis: 7.4e-16
mu_0 = 1.000000 (energy^0)
mu_1 = 0.000000 (energy^1)
mu_2 = 6.120000 (energy^2)
mu_3 = -7.248000 (energy^3)
mu_4 = 101.574000 (energy^4)
two-level truncated mu_4 = 46.038306
b1^2 b2^2 = 55.535694 (energy^4)
a_0 = 0.000000
a_1 = -1.184314, b_1 = 2.473863
a_2 = -1.309757, b_2 = 3.012384
a_3 = -1.042565, b_3 = 3.007242
a_4 = -1.293913, b_4 = 3.027027
a_5 = -1.179232, b_5 = 2.966163
a_6 = -1.208187, b_6 = 3.008872
a_10 = -1.205084, b_10 = 3.005454
a_15 = -1.202841, b_15 = 3.000198
a_20 = -1.192953, b_20 = 2.999030
m=15..20: max|a_m-a| = 0.00821, max|b_m-b| = 0.00868
six levels + tail: mu_13 error = -3001.028 (energy^13)
  predicted from a_6 - a: -3001.028
Two levels + tail at E = -1.20 (1/energy):
  b1^2 = 6.120000, b2^2 = 9.074460 (energy^2)
  t = 0.000000-0.333333j
  G_1 = -0.001714-0.330589j
  G_0 = -0.215949-0.367302j, density = 0.116916
Density at E = -1.20, imaginary part 0.02 (1/energy):
  n = 2, terminated: 0.116536
  n = 5, terminated: 0.131171
  n = 10, terminated: 0.136096
  n = 20, terminated: 0.136184
  lattice reference: 0.134218
Densities, imaginary part 0.05 (1/energy), n = 20:
  E, lattice, truncated, terminated
  -6.0, 0.01963, 0.01364, 0.01962
  -4.0, 0.04357, 0.07910, 0.04351
  -2.0, 0.09322, 0.01738, 0.09339
  0.0, 0.14017, 0.04348, 0.13954
  2.0, 0.15622, 0.07797, 0.15735
  4.0, 0.05272, 0.01763, 0.05260
rms density error, 59 energies -7.0 to 4.6:
  n=5: truncated 0.22111, terminated 0.00301
  n=10: truncated 0.20099, terminated 0.00170
  n=20: truncated 0.11483, terminated 0.00079
  n=20, each edge moved out by 1.20: 0.01027
norm of terminated density, n=20: 1.00000000
pole test, shift 6.0: E = 6.3000
  pole weight 0.7500, band weight 0.2500
couplings 1,2: gap from -1.0000 to 1.0000
all assertions hold
```
